\section*{Gradient Matrix Elements and Antisymmetry of the PAW One-Centre Correction, part 2}

In the projector augmented-wave (PAW) method, a one-centre matrix $D^a_{ij}$ corrects the gradient of the smooth function $\tilde\psi$ along the Cartesian axis $a$. The question is whether it keeps the momentum operator Hermitian. For states $\psi$ and $\psi'$,
\begin{equation}
\langle\psi|\partial_a|\psi'\rangle=\langle\tilde\psi|\partial_a|\tilde\psi'\rangle+\sum_{ij}c_i^*D^a_{ij}c_j',
\label{eq:pawgrad}
\end{equation}
with $c_i=\langle\tilde p_i|\tilde\psi\rangle$ and projectors satisfying $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The first bracket on the right covers all space.

The all-electron partial waves are $\phi_i=R_iY_i$, their smooth partners $\tilde\phi_i=\tilde R_iY_i$, with real radial functions regular at the origin and real, normalized harmonics of degree $l_i$. Partners coincide for $r\ge r_c$, the sphere radius. Atomic units are used. With $\mathbf n=\mathbf r/r$, the coefficient $G^a_{ij}=\oint Y_in_aY_j\,d\Omega$ is symmetric and vanishes unless $l_i=l_j\pm1$; for $s$ and $p_z$, $G^z=1/\sqrt3$.

For $l=l_j$,
\begin{align}
\partial_a(RY_j)={}&\sum_{k:\,l_k=l+1}G^a_{kj}Y_k\left(\frac{d}{dr}-\frac lr\right)R\nonumber\\
&+\sum_{k:\,l_k=l-1}G^a_{kj}Y_k\left(\frac{d}{dr}+\frac{l+1}{r}\right)R .
\label{eq:gradient}
\end{align}
The first operator must annihilate $R=r^l$, the second $R=r^{-l-1}$, which fixes the coefficients $-l$ and $l+1$. For $u=rR$ the operators become $u'-\frac{l+1}{r}u$ and $u'+\frac lr\,u$.

Inside the sphere $\langle\phi_i|\partial_a|\phi_j\rangle=G^a_{ij}K_{ij}$, where, for $l_i=l_j+1$,
\begin{equation}
K_{ij}=\int_0^{r_c}r^2R_i\left(\frac{d}{dr}-\frac{l_j}{r}\right)R_j\,dr,
\label{eq:Kup}
\end{equation}
and, for $l_i=l_j-1$,
\begin{equation}
K_{ij}=\int_0^{r_c}r^2R_i\left(\frac{d}{dr}+\frac{l_j+1}{r}\right)R_j\,dr .
\label{eq:Kdown}
\end{equation}
With $\tilde K_{ij}$ the same integral for smooth functions,
\begin{equation}
D^a_{ij}=G^a_{ij}\left(K_{ij}-\tilde K_{ij}\right).
\label{eq:Dred}
\end{equation}
For coupled pairs, the two orders add to a surface term:
\begin{equation}
K_{ij}+K_{ji}=r_c^2R_i(r_c)R_j(r_c).
\label{eq:surface}
\end{equation}

\subsection{The difference matrix}

The same identity holds for the smooth functions. Subtract it from \eqref{eq:surface} and multiply by the symmetric coefficient $G^a_{ij}$:
\begin{equation}
D^a_{ij}+D^a_{ji}=r_c^2\,G^a_{ij}\left[R_iR_j-\tilde R_i\tilde R_j\right]_{r=r_c}.
\label{eq:Dsum}
\end{equation}
If every smooth partial wave has the value of its all-electron partner at the matching radius, $\tilde R_i(r_c)=R_i(r_c)$, the bracket is zero and
\begin{equation}
D^a_{ij}=-D^a_{ji}.
\label{eq:antisym}
\end{equation}
This proves the antisymmetry for any finite set of partial waves. Neither completeness nor a Schr\"odinger equation for the partial waves was used.

The divergence theorem gives the same result without angular algebra. For real functions $\phi_i\partial_a\phi_j+\phi_j\partial_a\phi_i=\partial_a(\phi_i\phi_j)$, and the volume integral of this derivative is
\begin{equation}
\oint_{r=r_c}n_a\phi_i\phi_j\,dS=r_c^2R_i(r_c)R_j(r_c)\,G^a_{ij}.
\end{equation}
This is the surface term of \eqref{eq:surface} multiplied by $G^a_{ij}$. The agreement checks one combination of the coefficients $-l$ and $l+1$ of the reduction: the $1/r$ terms of the two orders must add to the weight 2 needed for a total derivative. An error in one coefficient alone would spoil this, but equal and opposite errors in the two would not. The separate values are fixed by the cases $R=r^l$ and $R=r^{-l-1}$ discussed after \eqref{eq:gradient}.

\subsection{What the matching must provide}

Equality of values is sufficient, and equality of slopes is not needed. A smooth function with a kink at $r_c$ has a jump in its first derivative, which is integrable and produces no surface contribution. PAW data sets normally match more derivatives for other reasons, since the kinetic energy involves second derivatives.

A mismatch in value is different. The formula \eqref{eq:Dsum} then gives the departure from antisymmetry, that is, the sum $D^a_{ij}+D^a_{ji}$. It does not give the error of either element separately. If $\tilde\phi_i$ is taken equal to $\phi_i$ outside the sphere, such a function also jumps at $r_c$, and its gradient over all space contains a surface delta function that integrals restricted to the interior omit.

If different angular momenta use different matching radii, the integrals in \eqref{eq:Dred} must extend to a radius $r_c$ no smaller than the largest of them. A larger upper limit changes nothing, because the two integrands are equal where the partners coincide. A smaller one cuts at a point where some partners still differ, and the right side of \eqref{eq:Dsum} is then in general non-zero.

\subsection{An integral that is antisymmetric by construction}

For programming it is convenient to write both radial cases together with $u=rR$. Define
\begin{equation}
t_{ij}=\tfrac12\left[l_j(l_j+1)-l_i(l_i+1)\right].
\end{equation}
For $l_i=l_j+1$ this is $-(l_j+1)$, and for $l_i=l_j-1$ it is $l_j$. These are the coefficients of $1/r$ in the operators for $u$, so in both cases
\begin{equation}
K_{ij}=\int_0^{r_c}\left(u_iu_j'+\frac{t_{ij}}{r}u_iu_j\right)dr .
\label{eq:Ku}
\end{equation}
The coefficient $t_{ij}$ changes sign when the indices are exchanged. The derivative term can be divided as
\begin{equation}
\int_0^{r_c}u_iu_j'\,dr=\tfrac12\int_0^{r_c}(u_iu_j'-u_i'u_j)\,dr+\tfrac12u_i(r_c)u_j(r_c).
\end{equation}
With matched values the last terms cancel between the all-electron and smooth integrals, leaving
\begin{align}
K_{ij}-\tilde K_{ij}={}&\tfrac12\int_0^{r_c}\left[u_iu_j'-u_i'u_j-\tilde u_i\tilde u_j'+\tilde u_i'\tilde u_j\right]dr\nonumber\\
&+t_{ij}\int_0^{r_c}\frac{u_iu_j-\tilde u_i\tilde u_j}{r}\,dr .
\label{eq:manifest}
\end{align}
Every term is odd under exchange of $i$ and $j$, and this survives any numerical differentiation and quadrature applied consistently to both orders.

That property has a cost. An expression antisymmetric by construction cannot reveal a mismatch at $r_c$, nor can the replacement of $D$ by half of $D-D^{\mathsf T}$. It is safer to evaluate \eqref{eq:Kup} and \eqref{eq:Kdown} separately when a data set is first read, and to compare $D+D^{\mathsf T}$ with zero. What remains is the mismatch of the products $R_iR_j$ at $r_c$ plus the error of the radial grid. Mismatches that cancel in all these products leave no trace in it. This happens in a set of $s$ and $p$ waves alone when every smooth $s$ function is too large by a factor and every smooth $p$ function too small by the same factor. Correctly matched $d$ waves would reveal the error through the $p$--$d$ elements. The values $\tilde R_i(r_c)$ and $R_i(r_c)$ should therefore also be compared directly. After this check, \eqref{eq:manifest} can be used in production.

\subsection{Consequence for expectation values}

The one-centre momentum matrix is $P^a=-i\hbar D^a$. As $D^a$ is real and antisymmetric, $(P^a)^\dagger=i\hbar(D^a)^{\mathsf T}=-i\hbar D^a=P^a$. For one state with projections $c_i$, its contribution to the expectation value is
\begin{equation}
-i\hbar\sum_{ij}c_i^*D^a_{ij}c_j
=-i\hbar\sum_{i<j}D^a_{ij}\left(c_i^*c_j-c_j^*c_i\right)
=2\hbar\sum_{i<j}D^a_{ij}\,\mathrm{Im}(c_i^*c_j).
\label{eq:expect}
\end{equation}
This is real. It vanishes if all projections share one phase up to sign, as for a real wave function, which carries no current. A non-zero one-centre contribution thus needs a relative phase other than $0$ or $\pi$ between waves whose degrees differ by one, for example $s$ and $p$. If a symmetric remainder $S^a=D^a+(D^a)^{\mathsf T}$ were left by poor matching, it would add $-\frac{i\hbar}{2}\sum_{ij}c_i^*S^a_{ij}c_j$, an imaginary contribution to an expectation value that should be real.

\subsection{Complex harmonics}

Some programs use complex harmonics, with $Y_i^*$ on the left of the angular integral. If the unitary matrix $U$ expresses them through the real ones, the new matrix is $D'=U^\dagger DU$, and
\begin{equation}
(D')^\dagger=U^\dagger D^{\mathsf T}U=-D' .
\end{equation}
Anti-Hermiticity is retained, so the momentum matrix remains Hermitian. Plain antisymmetry is in general lost. For example, let $Y_+=-(Y_{p_x}+iY_{p_y})/\sqrt2$ and let $d=\langle s|\partial_y|p_y\rangle$ denote the difference element for the real functions. Then
\begin{equation}
D'_{s+}=-\frac{i}{\sqrt2}\,d,\qquad
D'_{+s}=\frac{i}{\sqrt2}\,(-d)=-\frac{i}{\sqrt2}\,d .
\end{equation}
The two elements are equal, not opposite. They still satisfy $D'_{s+}=-(D'_{+s})^*$. Code written for complex harmonics should check this relation instead of \eqref{eq:antisym}.

\subsection{A Coulomb centre}

The formulas can be followed on a model in which the all-electron waves are known in closed form: one electron in the potential $-Z/r$ with $Z=2$, and $r_c=2$ bohr. The partial waves are the bound functions $2s$, $3s$, $2p$, $3p$, $3d$ and $4f$. The smooth partners are $r^l(c_0+c_1r^2+c_2r^4)$, matched in value and in the first two derivatives.

For the $2s$--$2p$ pair, $R_{2s}=2(1-r)e^{-r}$ and $R_{2p}=(2/\sqrt3)\,re^{-r}$. At the matching radius they are $-0.270671$ and $0.312543$ bohr$^{-3/2}$. The surface term \eqref{eq:surface} is
\begin{equation}
4\times(-0.270671)\times0.312543=-0.33839\ \text{bohr}^{-1}.
\end{equation}
The radial integrals, in bohr$^{-1}$, are as follows.
\begin{center}
\begin{tabular}{lrrr}
Pair $(i,j)$ & $K_{ij}$ & $\tilde K_{ij}$ & Difference\\
$(2s,2p)$ & $0.00000$ & $-0.27549$ & $0.27549$\\
$(2p,2s)$ & $-0.33839$ & $-0.06289$ & $-0.27549$\\
$(3s,2p)$ & $-0.01579$ & $-0.17434$ & $0.15854$\\
$(2p,3s)$ & $-0.15694$ & $0.00160$ & $-0.15854$
\end{tabular}
\end{center}
In each pair the two all-electron integrals add up to the surface term, and so do the two smooth ones, within rounding. Neither column is antisymmetric, while their difference is.

The zero in the first row can be derived. The operator for a $p$ function on the right gives $R_{2p}'+2R_{2p}/r=(2/\sqrt3)(3-r)e^{-r}$, so
\begin{align}
K_{2s,2p}&=\frac{4}{\sqrt3}\int_0^{r_c}r^2(1-r)(3-r)e^{-2r}\,dr\nonumber\\
&=\frac{4}{\sqrt3}\,r_c^3\left(1-\frac{r_c}{2}\right)e^{-2r_c},
\label{eq:zero}
\end{align}
as differentiation of the last expression with respect to $r_c$ confirms. It vanishes at the chosen radius of 2 bohr. The zero belongs to this choice of radius and is not a selection rule for the sphere.

\subsection{The full matrix elements}

For a Hamiltonian $H=-\frac12\nabla^2+V(\mathbf r)$ with a local potential, there is an independent route to the gradient. The product rule gives $-\frac12\nabla^2(r_af)=-\frac12r_a\nabla^2f-\partial_af$, hence $[H,r_a]=-\partial_a$. Between bound eigenstates,
\begin{equation}
\langle i|\partial_a|j\rangle=(E_j-E_i)\langle i|r_a|j\rangle .
\label{eq:length}
\end{equation}
With a non-local potential, such as Fock exchange, the commutator has a further term. The reduction of $\partial_a$ and the antisymmetry of $D$ remain valid, but \eqref{eq:length} does not hold in this form, and the momentum divided by the mass is no longer the whole velocity.

In the model, let the smooth states be the smooth partial waves inside the sphere and the bound functions outside. Because the projectors are dual to the smooth waves, each state has a single projection equal to one, and the correction is one element of $D$. For $3s$ and $2p_z$ the angular coefficient is $1/\sqrt3=0.57735$, so the one-centre part is $0.57735\times0.15854=0.09153$ bohr$^{-1}$. The smooth part, integrated over all space, is $-0.16678$ bohr$^{-1}$, and
\begin{equation}
\langle3s|\partial_z|2p_z\rangle=-0.16678+0.09153=-0.07525\ \text{bohr}^{-1},
\end{equation}
or $-0.1422$ \AA$^{-1}$. The right side of \eqref{eq:length}, with energies $-0.22222$ hartree for $3s$ and $-0.50000$ hartree for $2p$, gives the same value. The smooth part alone is 2.2 times as large in magnitude as the full element. In this model the correction is therefore no small refinement. Its size depends on the sphere: with the same matching the ratio is 1.1 for $r_c=0.8$ bohr, 1.7 for 1.5 bohr and 2.6 for 2.5 bohr.

The $2s$--$2p_z$ element is a sharper case. The two states are degenerate, so \eqref{eq:length} requires zero. The smooth part is $-0.15906$ bohr$^{-1}$ and the one-centre part is $+0.15906$ bohr$^{-1}$. Without the correction, an element that must vanish would appear, at this radius with a size exceeding that of the full $3s$--$2p_z$ element. For $r_c=1.2$ bohr it would be $0.048$ bohr$^{-1}$ in magnitude, below that element. The zero comes from the $2s$--$2p$ degeneracy of the pure Coulomb potential and is not a selection rule for many-electron atoms.

A deliberate mismatch shows how antisymmetry fails. When the smooth $s$ functions are multiplied by 1.1 and the $p$ functions are left alone, the sum of the two $2s$--$2p$ differences should be $(1-1.1)\times(-0.33839)=0.03384$ bohr$^{-1}$, which is the computed value. It is 12 per cent of the correctly matched difference, $0.27549$ bohr$^{-1}$. By contrast, smooth functions of the single form $cr^l$, matched in value alone, keep the matrix antisymmetric to rounding error. They serve only to test the identity: two such functions of the same degree are proportional, so no projectors dual to them exist.

The numerical check compares the reduced matrices with three-dimensional quadrature of finite-difference gradients for all the partial waves of the model, and tests the surface terms and the antisymmetry on the same data.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear charge Z = 2.0; matching radius r_c = 2.0 bohr
Angular coefficients (dimensionless):
  <s|n_z|p_z> = 0.577350
  <d_z2|n_z|p_z> = 0.516398
  <d_xz|n_x|p_z> = 0.447214
  <d_z2|n_x|p_x> = -0.258199
  <d_x2-y2|n_x|p_x> = 0.447214
Radial function at r_c (bohr^-3/2) and energy (hartree):
  2s: R = -0.270671, E = -0.500000
  3s: R = -0.138170, E = -0.222222
  2p: R = 0.312543, E = -0.500000
  3p: R = 0.120247, E = -0.222222
Smooth coefficients c0, c1, c2 (atomic units):
  2s: -0.135335, -0.067668, 0.008458
  3s: -0.117503, -0.022733, 0.004392
  2p: 0.429747, -0.097670, 0.007325
  3p: 0.238824, -0.064299, 0.004906
Radial integrals in the sphere (1/bohr): all-electron, smooth, difference
  K(2s,2p): -0.000000, -0.275493, 0.275493
  K(2p,2s): -0.338385, -0.062892, -0.275493
    surface term r_c^2 R_i R_j = -0.338385 1/bohr
  K(2s,3p): 0.051577, -0.099580, 0.151157
  K(3p,2s): -0.181767, -0.030609, -0.151157
    surface term r_c^2 R_i R_j = -0.130190 1/bohr
  K(3s,2p): -0.015792, -0.174335, 0.158543
  K(2p,3s): -0.156944, 0.001599, -0.158543
    surface term r_c^2 R_i R_j = -0.172736 1/bohr
  K(3s,3p): 0.020449, -0.066235, 0.086683
  K(3p,3s): -0.086907, -0.000223, -0.086683
    surface term r_c^2 R_i R_j = -0.066458 1/bohr
Whole-space z-gradient elements (1/bohr):
  <3s|d/dz|2p_z>: smooth -0.166783, one-centre 0.091535
    sum -0.075248, length form -0.075248
  <2s|d/dz|2p_z>: smooth -0.159056, one-centre 0.159056
    sum 0.000000, length form -0.000000
  3s-2p_z sum converted: -0.142199 1/angstrom
Largest formula-quadrature gap: 2.1e-14 1/bohr
Largest |D + D^T|, direct quadrature: 2.4e-14 1/bohr
Largest |D + D^T|, radial formula: 1.1e-16 1/bohr
Largest |D + D^T|, value-only matching: 1.2e-15 1/bohr
K(2s,2p)+K(2p,2s) difference, smooth s scaled by 1.1: 0.033839 1/bohr
\end{verbatim}
